# Why Initial-State Bond-Counting Barriers Satisfy Detailed Balance: a numerical check

```python
"""
Result under test: lattice-gas hops with barrier E0 + J*n_initial obey detailed
balance with H = -J*(number of nearest-neighbour pairs), because the forward and
reverse saddles have the same absolute energy.
Symbols: J bond energy, E0 barrier of an isolated atom, n_initial occupied
neighbours of the atom before its hop, nu attempt frequency, beta = 1/(kB*T).
Energies are in eV, rates in 1/s. A saddle energy is H(initial) + barrier.
Also tested: symmetric saddle shifts, a mismatched bond energy, barriers that are
nonlinear in n_initial, and time versus event averages of a simulated trajectory.
"""
from bisect import bisect_right
from itertools import combinations
import random

import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import connected_components

J = 0.20
E0 = 0.60
nu = 1.0e13
T = 800.0
eps_wrong = 0.15      # bond energy in the mismatched barrier
shift = 0.05          # saddle lowering per atom adjacent to the hop pair
kB = constants.k / constants.e
beta = 1.0 / (kB * T)


def neighbours(site, L):
    x, y = site
    return [((x + 1) % L, y), ((x - 1) % L, y),
            (x, (y + 1) % L), (x, (y - 1) % L)]


def count_neighbours(occupied, site, L):
    return sum(nb in occupied for nb in neighbours(site, L))


def count_bonds(occupied, L):
    """Explicit pair sum: each bond is counted once, to the right or upward."""
    return sum((((x + 1) % L, y) in occupied) + ((x, (y + 1) % L) in occupied)
               for x, y in occupied)


# ---- one hop followed in detail on a large lattice ----
L_big = 8
start, target = (3, 3), (4, 3)
rest = frozenset([(3, 4), (2, 3), (4, 4)])
before, after = rest | {start}, rest | {target}
n_i = count_neighbours(before, start, L_big)
n_j = count_neighbours(after, target, L_big)
H_before = -J * count_bonds(before, L_big)
H_after = -J * count_bonds(after, L_big)
H_rest = -J * count_bonds(rest, L_big)
barrier_f, barrier_r = E0 + J * n_i, E0 + J * n_j
saddle_f, saddle_r = H_before + barrier_f, H_after + barrier_r
rate_f, rate_r = nu * np.exp(-beta * barrier_f), nu * np.exp(-beta * barrier_r)
assert abs(saddle_f - saddle_r) < 1e-12
assert abs(saddle_f - (H_rest + E0)) < 1e-12
assert abs(rate_f / rate_r / np.exp(-beta * (H_after - H_before)) - 1) < 1e-10
wrong_f = H_before + E0 + eps_wrong * n_i
wrong_r = H_after + E0 + eps_wrong * n_j
assert abs((wrong_f - wrong_r) - (eps_wrong - J) * (n_i - n_j)) < 1e-12

# ---- all configurations of four atoms on a periodic 4 x 4 lattice ----
L, N = 4, 4
sites = [(x, y) for x in range(L) for y in range(L)]
states = [frozenset(c) for c in combinations(sites, N)]
lookup = {s: a for a, s in enumerate(states)}
bonds = np.array([count_bonds(s, L) for s in states])
records = []
for a, state in enumerate(states):
    for site in state:
        others = state - {site}
        others_bonds = count_bonds(others, L)
        n_initial = count_neighbours(state, site, L)
        for empty in neighbours(site, L):
            if empty not in state:
                adjacent = (count_neighbours(others, site, L)
                            + count_neighbours(others, empty, L))
                records.append((a, lookup[others | {empty}],
                                n_initial, adjacent, others_bonds))
src, dst, n_init, n_adjacent, rest_bonds = np.array(records).T
n_states = len(states)


def rate_matrix(barriers):
    """Element [b, a] is the rate from state a to state b."""
    K = np.zeros((n_states, n_states))
    K[dst, src] = nu * np.exp(-beta * barriers)
    return K


def stationary(K):
    """Stationary distribution from the rates alone, without any energy."""
    A = K / K.max()
    A[np.diag_indices(n_states)] = -A.sum(axis=0)
    A[-1, :] = 1.0
    rhs = np.zeros(n_states)
    rhs[-1] = 1.0
    return np.linalg.solve(A, rhs)


def gibbs(bond_energy):
    w = np.exp(beta * bond_energy * (bonds - bonds.max()))
    return w / w.sum()


def distance(p, q):
    return 0.5 * np.abs(p - q).sum()


def circulation(K, p):
    """Net flux divided by total two-way flux, summed over connected pairs."""
    flux = K * p[None, :]
    return 0.5 * np.abs(flux - flux.T).sum() / flux.sum()


def relaxation_rate(K, p):
    """Slowest nonzero decay rate of a reversible generator."""
    root = np.sqrt(p)
    S = K * root[None, :] / root[:, None]
    assert np.allclose(S, S.T, rtol=1e-9, atol=0)
    S[np.diag_indices(n_states)] = -K.sum(axis=0)
    top = eigh(S, eigvals_only=True,
               subset_by_index=[n_states - 2, n_states - 1])
    assert abs(top[1]) < 1e-9 * K.max()
    return -top[0]


K_match = rate_matrix(E0 + J * n_init)
assert np.array_equal(K_match > 0, K_match.T > 0)
n_components = connected_components(csr_matrix(K_match), directed=False)[0]
assert n_components == 1

# detailed balance hop by hop, with energies from full pair sums
log_ratio = np.log(K_match[dst, src] / K_match[src, dst])
energy_change = -J * (bonds[dst] - bonds[src])
worst_log = np.max(np.abs(log_ratio + beta * energy_change))
assert worst_log < 1e-10

# stationary state and one-way fluxes found from the rates alone
p_J, p_eps = gibbs(J), gibbs(eps_wrong)
p_match = stationary(K_match)
d_match = distance(p_match, p_J)
assert d_match < 1e-8
Z = np.exp(beta * J * bonds).sum()
flux_numeric = K_match[dst, src] * p_match[src]
flux_saddle = nu * np.exp(-beta * (E0 - J * rest_bonds)) / Z
assert np.max(np.abs(flux_numeric - flux_saddle)) < 1e-7 * flux_saddle.max()

# a symmetric saddle shift keeps the equilibrium and changes the kinetics
barrier_shift = E0 + J * n_init - shift * n_adjacent
assert barrier_shift.min() > 0
K_shift = rate_matrix(barrier_shift)
d_shift = distance(stationary(K_shift), p_J)
assert d_shift < 1e-8
gap_match = relaxation_rate(K_match, p_J)
gap_shift = relaxation_rate(K_shift, p_J)
assert gap_shift > gap_match > 0

# a mismatched bond energy gives the equilibrium of another lattice gas
K_wrong = rate_matrix(E0 + eps_wrong * n_init)
p_wrong = stationary(K_wrong)
d_wrong_eps, d_wrong_J = distance(p_wrong, p_eps), distance(p_wrong, p_J)
assert d_wrong_eps < 1e-8 and d_wrong_J > 1e-2

# a capped barrier: every attached atom has the barrier E0 + J
K_cap = rate_matrix(E0 + J * np.minimum(n_init, 1))
p_cap = stationary(K_cap)
circ_match, circ_cap = circulation(K_match, p_match), circulation(K_cap, p_cap)
assert p_cap.min() > 0
assert circ_match < 1e-8 and circ_cap > 1e-4


# ---- closed loop of four hops: leaf out, centre out, leaf back, centre back ----
def loop_log_ratio(f, k):
    centre, leaf = (3, 3), (4, 3)
    leaves = [leaf, (3, 4), (2, 3)][:k]
    config = frozenset([centre] + leaves)
    first = config
    total = 0.0
    for a, b in [(leaf, (5, 3)), (centre, (3, 2)),
                 ((5, 3), leaf), ((3, 2), centre)]:
        assert a in config and b not in config and b in neighbours(a, L_big)
        new = (config - {a}) | {b}
        total -= beta * (f[count_neighbours(config, a, L_big)]
                         - f[count_neighbours(new, b, L_big)])
        config = new
    assert config == first
    return total


f_linear = [E0 + J * n for n in range(4)]
f_capped = [E0 + J * min(n, 1) for n in range(4)]
f_general = [0.60, 0.83, 0.94, 1.21]
for f in (f_linear, f_capped, f_general):
    for k in (2, 3):
        predicted = beta * (f[k] - f[k - 1] - f[1] + f[0])
        assert abs(loop_log_ratio(f, k) - predicted) < 1e-10
loop_linear = [loop_log_ratio(f_linear, k) for k in (2, 3)]
loop_capped = [loop_log_ratio(f_capped, k) for k in (2, 3)]
assert max(map(abs, loop_linear)) < 1e-10
assert min(map(abs, loop_capped)) > 1.0

# ---- rejection-free trajectory, each visit weighted by its mean residence time ----
destinations, cumulative = [], []
for a in range(n_states):
    reachable = np.flatnonzero(K_match[:, a])
    destinations.append(reachable.tolist())
    cumulative.append(np.cumsum(K_match[reachable, a]).tolist())
bond_list = bonds.tolist()
rng = random.Random(12345)
n_blocks, block_events = 40, 10000
block_time, block_bond_time, block_event_bonds = [], [], []
state = 0
for block in range(n_blocks + 1):
    time = bond_time = 0.0
    event_bonds = 0
    for _ in range(block_events):
        cum = cumulative[state]
        wait = 1.0 / cum[-1]
        time += wait
        bond_time += wait * bond_list[state]
        event_bonds += bond_list[state]
        choice = min(bisect_right(cum, rng.random() * cum[-1]), len(cum) - 1)
        state = destinations[state][choice]
    if block > 0:     # the first block is discarded as equilibration
        block_time.append(time)
        block_bond_time.append(bond_time)
        block_event_bonds.append(event_bonds / block_events)
block_time, block_bond_time = np.array(block_time), np.array(block_bond_time)
time_average = block_bond_time.sum() / block_time.sum()
residual = (block_bond_time - time_average * block_time) / block_time.mean()
time_error = residual.std(ddof=1) / np.sqrt(n_blocks)
event_average = np.mean(block_event_bonds)
event_error = np.std(block_event_bonds, ddof=1) / np.sqrt(n_blocks)
mean_J = p_J @ bonds
exit_rates = K_match.sum(axis=0)
mean_event = (p_J * exit_rates) @ bonds / (p_J @ exit_rates)
# five standard errors allow for the statistical noise of a finite trajectory
assert abs(time_average - mean_J) < 5 * time_error
assert abs(event_average - mean_event) < 5 * event_error
assert abs(mean_event - mean_J) > 10 * time_error

print(f"bond energy J = {J:.2f} eV, isolated barrier E0 = {E0:.2f} eV")
print(f"attempt frequency = {nu:.1e} 1/s, temperature = {T:.0f} K")
print(f"kB*T = {kB * T:.5f} eV, beta*J = {beta * J:.4f}")
print("-- single hop --")
print(f"neighbours: initial {n_i}, final {n_j}")
print(f"H before = {H_before:.2f} eV, after = {H_after:.2f} eV")
print(f"H of remaining atoms = {H_rest:.2f} eV")
print(f"energy change = {H_after - H_before:.2f} eV"
      f" = {(H_after - H_before) * constants.e:.4e} J")
print(f"barrier forward = {barrier_f:.2f} eV, reverse = {barrier_r:.2f} eV")
print(f"saddle forward = {saddle_f:.2f} eV, reverse = {saddle_r:.2f} eV")
print(f"rate forward = {rate_f:.4e} 1/s, reverse = {rate_r:.4e} 1/s")
print(f"rate ratio forward/reverse = {rate_f / rate_r:.5f}")
print(f"Boltzmann factor of energy change = "
      f"{np.exp(-beta * (H_after - H_before)):.5f}")
print(f"mismatched barrier bond energy = {eps_wrong:.2f} eV")
print(f"its saddles: forward {wrong_f:.2f} eV, reverse {wrong_r:.2f} eV")
print("-- four atoms on periodic 4 x 4 lattice --")
print(f"configurations = {n_states}, directed hops = {len(src)}")
print(f"connected components = {n_components}")
print(f"largest error in log rate ratio = {worst_log:.1e}")
print("distance = half the summed absolute probability difference")
print(f"matched rule to Gibbs(J): distance = {d_match:.1e}")
print(f"saddle shift per adjacent atom = {shift:.2f} eV (lowering)")
print(f"shifted saddles to Gibbs(J): distance = {d_shift:.1e}")
print(f"slowest relaxation, matched = {gap_match:.4e} 1/s")
print(f"slowest relaxation, shifted = {gap_shift:.4e} 1/s")
print(f"ratio shifted/matched = {gap_shift / gap_match:.3f}")
print(f"mismatched rule to Gibbs(0.15 eV): distance = {d_wrong_eps:.1e}")
print(f"mismatched rule to Gibbs(J): distance = {d_wrong_J:.4f}")
print(f"mean bonds, matched = {p_match @ bonds:.4f}")
print(f"mean bonds, mismatched = {p_wrong @ bonds:.4f}")
print(f"mean bonds, capped = {p_cap @ bonds:.4f}")
print(f"net/two-way flux, matched = {circ_match:.1e}")
print(f"net/two-way flux, capped = {circ_cap:.4f}")
print("-- four-hop loop, log of forward/reverse rate product --")
print(f"linear barrier: largest magnitude = {max(map(abs, loop_linear)):.1e}")
print(f"capped barrier: k=2 {loop_capped[0]:.4f}, k=3 {loop_capped[1]:.4f}")
print("-- simulated trajectory --")
print(f"events after equilibration = {n_blocks * block_events}")
print(f"simulated time = {block_time.sum():.3e} s")
print(f"time-averaged bonds = {time_average:.4f} +/- {time_error:.4f}")
print(f"Gibbs mean bonds = {mean_J:.4f}")
print(f"event-averaged bonds = {event_average:.4f} +/- {event_error:.4f}")
print(f"exit-rate-weighted Gibbs mean = {mean_event:.4f}")
print("every check passed")
```

Running it gives:

```
bond energy J = 0.20 eV, isolated barrier E0 = 0.60 eV
attempt frequency = 1.0e+13 1/s, temperature = 800 K
kB*T = 0.06894 eV, beta*J = 2.9011
-- single hop --
neighbours: initial 2, final 1
H before = -0.60 eV, after = -0.40 eV
H of remaining atoms = -0.20 eV
energy change = 0.20 eV = 3.2044e-20 J
barrier forward = 1.00 eV, reverse = 0.80 eV
saddle forward = 0.40 eV, reverse = 0.40 eV
rate forward = 5.0151e+06 1/s, reverse = 9.1248e+07 1/s
rate ratio forward/reverse = 0.05496
Boltzmann factor of energy change = 0.05496
mismatched barrier bond energy = 0.15 eV
its saddles: forward 0.30 eV, reverse 0.35 eV
-- four atoms on periodic 4 x 4 lattice --
configurations = 1820, directed hops = 23296
connected components = 1
largest error in log rate ratio = 1.8e-15
distance = half the summed absolute probability difference
matched rule to Gibbs(J): distance = 1.9e-15
saddle shift per adjacent atom = 0.05 eV (lowering)
shifted saddles to Gibbs(J): distance = 9.8e-16
slowest relaxation, matched = 1.9189e+07 1/s
slowest relaxation, shifted = 6.0272e+07 1/s
ratio shifted/matched = 3.141
mismatched rule to Gibbs(0.15 eV): distance = 1.2e-15
mismatched rule to Gibbs(J): distance = 0.2158
mean bonds, matched = 3.5343
mean bonds, mismatched = 3.2005
mean bonds, capped = 2.8551
net/two-way flux, matched = 5.4e-16
net/two-way flux, capped = 0.2237
-- four-hop loop, log of forward/reverse rate product --
linear barrier: largest magnitude = 1.8e-15
capped barrier: k=2 -2.9011, k=3 -2.9011
-- simulated trajectory --
events after equilibration = 400000
simulated time = 6.588e-04 s
time-averaged bonds = 3.5291 +/- 0.0029
Gibbs mean bonds = 3.5343
event-averaged bonds = 2.3835 +/- 0.0017
exit-rate-weighted Gibbs mean = 2.3861
every check passed
```
